Walkers in Diffusion Monte Carlo Are Not Independent Samples

The squared statistical error of a diffusion Monte Carlo energy has the dimension of energy squared. Let σ² be the variance of the local energy over the walkers, N the number of walkers, τ the time step, M the number of steps and T = Mτ the imaginary time of the run. When τ → 0 at fixed T, the walkers follow a well-defined process of diffusion and branching in continuous time. Watching that process more often cannot make its time average free of noise, so the squared error must tend to a finite limit in which M does not appear. Since a longer run must help, and noise from N walkers should average down as 1/N, the expected form is

error² = V/(N T), (1)

where V is an energy squared multiplied by a time. The walkers must supply that time through their own dynamics; τ cannot supply it.

**The belief and its appeal**

The belief is that the N walkers of a generation are independent, so that N M local energies have been collected and

error² = σ²/(N M) = σ² τ/(N T). (2)

There is a fair case for it. Each walker moves with its own random numbers. If walkers start independently and never branch, those of one generation really are independent. With branching, the correlation between two walkers picked at random is tiny: in the example below it is 0.003 for 160 walkers. Even the exponents in (2) agree with (1) when τ is held fixed.

The prefactor is wrong, however. Expression (2) vanishes as τ → 0 at fixed T, which the opening argument forbids. Part of the fault is serial: a walker hardly moves in one step. The other part is shared ancestry: branching copies walkers, and copies begin at the same place.

**Why a tiny correlation matters**

Let c be the covariance of the local energies of two different walkers in one generation. For fixed N the generation average Ē contains N variances and N(N − 1) ordered pairs:

Var(Ē) = [N σ² + N(N − 1)c]/N² = [σ² + (N − 1)c]/N. (3)

If c is of order 1/N, each pair looks harmless, yet (N − 1)c stays finite as N grows. The task is to find it.

**The process and the descendants of a walker**

I use Hartree atomic units and a Hamiltonian H = −½∇² + U with a nodeless ground state φ₀ of energy E₀, separated by a gap from the excited states. The trial function ψ is positive. Define

E_L = Hψ/ψ, δ = E_L − E₀, v = ∇ψ/ψ.

In a short time dt a walker drifts by v dt, and each coordinate receives independent Gaussian noise of variance dt. The walker is then replaced by w = 1 − (E_L − E_T)dt copies on average. The number of copies is the integer part of w + u, with u uniform between 0 and 1 and drawn independently for each walker. The reference energy E_T responds to the population and, when N is large, stays near E₀. At E_T = E₀ a walker is therefore duplicated at the rate b = max(−δ, 0) and removed at the rate max(δ, 0). These rates add up to |δ|.

For a large population the stationary density is π ∝ ψφ₀, and ⟨ ⟩ denotes the average over it. Because H is Hermitian, ∫φ₀Hψ = E₀∫φ₀ψ, so ⟨δ⟩ = 0.

Now define

F_t = ψ⁻¹ exp[−t(H − E₀)](ψδ), F₀ = δ. (4)

To find its equation of motion, apply H to the product ψF:

H(ψF) = −½(F∇²ψ + 2∇ψ·∇F + ψ∇²F) + UψF
= ψ(E_L F − v·∇F − ½∇²F).

Hence

∂F/∂t = AF, with AF = ½∇²F + v·∇F − δF. (5)

This gives F its meaning. A walker at x moves for a time dt and leaves 1 − δ dt copies on average, each worth F_t at its new position; expanding to first order in dt gives (5). So F_t(x) is the expected sum of δ over all descendants, a time t later, of one walker now at x.

For any smooth function g for which the boundary terms vanish,

⟨Ag⟩ ∝ −∫φ₀(H − E₀)(ψg) = 0, (6)

because H − E₀ can be moved onto φ₀. It follows that ⟨F_t⟩ keeps its initial value, ⟨δ⟩ = 0. The gap makes F_t decay at large t.

**The variance of one generation**

Fix an observation time t and follow, at earlier times s, the population average

Y_s = (1/N) Σᵢ F_{t−s}(xᵢ).

At s = t this is Ē − E₀. In the far past it is zero, because F has decayed. The expected change of F along a walker, AF, cancels the change due to the shrinking time t − s. Dividing by the current population cancels the common factor from E_T and leaves a drift equal to Y times the population average of δ. That is a product of two fluctuations of order N^(−1/2). It affects the mean at order 1/N and is dropped from the leading variance, as are other corrections of relative order 1/N.

What remains is noise. Diffusion changes Y by ∇F·dW/N for each walker, where dW is the Gaussian displacement; its variance is |∇F|²dt/N². A birth or a death changes Y by +F/N or −F/N, with total probability |δ|dt. Summing over N walkers and over all earlier times gives

N Var(Ē) = ∫₀^∞ dt ⟨|∇F_t|² + |δ|F_t²⟩. (7)

The part belonging to independent walkers can be separated. The product rule gives

A(F²) = F∇²F + |∇F|² + 2F v·∇F − δF²
= 2F AF + |∇F|² + δF².

By (6) the average of the left side vanishes, so

d⟨F_t²⟩/dt = 2⟨F AF⟩ = −⟨|∇F_t|² + δF_t²⟩.

Integrating from F₀ = δ to F_∞ = 0 yields

σ² = ∫₀^∞ dt ⟨|∇F_t|² + δF_t²⟩. (8)

Subtract (8) from (7). Since |δ| − δ = 2b,

N Var(Ē) = σ² + C, C = 2∫₀^∞ dt ⟨b F_t²⟩. (9)

Comparison with (3) gives (N − 1)c = C at leading order. Births appear in C and deaths do not, for a plain reason: a birth puts two walkers at one point, and a time t later their two families contribute an expected product F_t². The factor 2 counts the two orders of the pair. A death creates no relatives.

Two limits show when this matters. If δ is made small in proportion to a parameter λ, then b and F are each of order λ. Thus C is of order λ³ while σ² is of order λ², and the relative effect of ancestry disappears as the trial function improves. If branching is switched off, no pair is ever created and independent walkers stay independent.

**The variance of a long run**

A disturbance at time s affects every later generation. In the time average it is weighted by the integral of F over later times, which for a long run is

G = ∫₀^∞ F_t dt.

The argument that led to (7) now gives

N T Var = ⟨|∇G|² + |δ|G²⟩.

Integrating (5) over time gives AG = F_∞ − F₀ = −δ. Applying the product rule to G² and using (6),

0 = 2⟨G AG⟩ + ⟨|∇G|² + δG²⟩,

so ⟨|∇G|² + δG²⟩ = 2⟨δG⟩. Adding the difference 2bG² gives

V = 2⟨δG⟩ + 2⟨bG²⟩. (10)

This is the V of (1). The first term is serial: it correlates a walker's δ with the later δ of its own descendants. The second comes from relatives made by births. Neither contains τ.

The result needs T much longer than the decay time of F, small τ, large N, finite averages in (10), and independent rounding of the copy numbers. A scheme that ties the copy numbers of different walkers together adds cross terms to the branching noise, and (9) and (10) then change. They also change when walkers carry weights and are split or merged only once the weights stray far from one, because births then no longer occur at the rate b. The ancestry terms, and the numbers found for them below, belong to rounding at every step.

**Four particles in a trap**

Take four distinguishable, noninteracting particles of unit mass in an isotropic trap of unit frequency. There are d = 12 coordinates, U = r²/2 with r² the sum of their squares, φ₀ = exp(−r²/2) and E₀ = 6 hartree. The trial function is ψ = exp(−αr²/2) with α = 0.5, a deliberately poor choice. From ∇²ψ/ψ = α²r² − αd,

E_L = αd/2 + (1 − α²)r²/2.

The density π ∝ exp[−(1 + α)r²/2] gives each coordinate the variance 1/(1 + α), so

δ = ½(1 − α²)[r² − d/(1 + α)].

The variance of r² is 2d/(1 + α)², and therefore

σ² = ¼(1 − α²)² · 2d/(1 + α)² = d(1 − α)²/2 = 1.5 hartree².

To obtain F_t, note that a Gaussian remains a Gaussian:

exp(−tH) exp(−βr²/2) = D^(−d/2) exp(−β_t r²/2),
D = cosh t + β sinh t, β_t = (sinh t + β cosh t)/D.

This holds because dD/dt = β_t D and dβ_t/dt = 1 − β_t². Minus the time derivative of the right side is then the right side multiplied by dβ_t/2 + (1 − β_t²)r²/2, where d is the number of coordinates, and H gives the same factor. Applying −2∂/∂β to both sides produces the factor r² on the left. With ∂D/∂β = sinh t and ∂β_t/∂β = 1/D², the right side is multiplied by d sinh t/D + r²/D². Setting β = α and subtracting the constant in δ,

F_t = ½(1 − α²) e^(td/2) D^(−d/2) exp[−(β_t − α)r²/2] × [r²/D² + d sinh t/D − d/(1 + α)].

Integration over r and t by Simpson's rule gives C = 0.826 hartree². A single generation average thus has 1 + 0.826/1.5 = 1.55 times the variance expected of independent walkers. With the same α, C/σ² is 0.11 for one particle, 0.55 for four and 1.76 for ten, so in this model ancestry weighs more as the system grows.

The serial term can be found by hand. Direct differentiation gives

(H − E₀)(r²φ₀) = (2r² − d)φ₀ = 2(r² − d/2)φ₀.

Since H − E₀ annihilates φ₀, the function (r² − d/2)φ₀ has excitation energy 2. Now δφ₀ is a multiple of this function plus a multiple of φ₀, and the latter drops out because ⟨F_t⟩ = 0. Hence ⟨δF_t⟩ = σ²e^(−2t), and

2⟨δG⟩ = 2σ²∫₀^∞ e^(−2t)dt = σ² × 1 a.u. of time = 1.50 hartree² a.u.

Quadrature gives 1.07 for the ancestry term, so V = 2.57 hartree² a.u.

**What simulated populations show**

I simulated this system with τ = 0.025 and T = 40 a.u., hence M = 1600, after discarding the first 5 a.u. The drift and diffusion of each step were sampled from their Gaussian solution, and the branching weight used the mean of the old and new local energies. The reference energy was E_T = E₀ − ln(N/N₀) hartree, with N₀ the target population; using the known E₀ here keeps the example simple. There were 300 independent runs with N₀ = 40 and 80 with N₀ = 160. Their mean populations were 38.8 and 158.6.

The measured (N − 1)c was 0.826 hartree² for the smaller population and 0.759 for the larger, against 0.826 from (9). The match in all three digits for the smaller population is chance: the larger population, which is closer to the limit of large N, misses by 0.07. The pair correlation itself fell from 0.0145 to 0.0032. That is the trap in numbers: the correlation drops by more than a factor of four, while its effect on the variance changes by less than a tenth. In a control without branching, (N − 1) times the correlation was −0.001.

Labels carried by the walkers identify pairs with a common ancestor within the last 2 a.u. or so. They made up 12.1 percent of pairs at N₀ = 40 and 3.2 percent at N₀ = 160, and contributed 0.77 and 0.78 hartree² to (N − 1)c. All other pairs contributed 0.04 and −0.23, where the leading-order theory expects nearly zero. The second value is less tidy. It rests on 80 × 20 = 1600 snapshots; for Gaussian generation averages the sampling error of the total pair contribution is about √2 × 2.3/√1600 = 0.08 hartree². The two contributions come from these snapshots only, which is why they add to 0.56 rather than to the 0.759 averaged over all generations. Each snapshot was also centred on the mean over the 80 runs, which lowers the expected total by about 2.3/80 = 0.03 hartree² and moves the expected value for the other pairs to about −0.03. The remaining deviation of about 0.20 is some two and a half such errors, and these data do not settle whether it is more than chance.

For the error of a whole run at N₀ = 160, the belief gives

√[1.50/(158.6 × 1600)] hartree = 2.4 millihartree.

Equation (1) gives

√[2.57/(158.6 × 40)] hartree = 20 millihartree.

The actual scatter among the 80 run averages was 17 millihartree, itself uncertain by about 8 percent. At N₀ = 40 the belief gives 4.9, equation (1) gives 41, and the scatter was 43 millihartree. The naive error bar is too short by factors of 7.1 and 8.7 in the two sets; the formula predicts √[2.57/(1.50 × 0.025)] = 8.3.

That factor should be apportioned fairly. Serial correlation alone accounts for √(1.50/0.0375) = 6.3, and ancestry for a further √(2.57/1.50) = 1.31. Correcting for time along each lineage while still treating lineages as independent would therefore leave the error bar about a quarter too short.

The time step gives the sharpest contradiction. At N₀ = 40, halving τ from 0.05 to 0.025 a.u. at fixed T doubled the number of samples and lowered the naive error from 6.95 to 4.93 millihartree, the promised factor √2. The error found by blocking went from 40.9 to 39.6 millihartree, hardly a change.

**Blocking the generation averages**

The remedy is to average over the walkers first. The resulting series Ē₁, Ē₂, … contains every covariance between walkers, so no family tree is needed. Cut the series into n blocks of duration B, compute the variance s_B² of the block averages, and take

error² = s_B²/n.

This is valid once different blocks are nearly independent. If R(t) is the autocovariance of Ē, the variance of a block average is

(2/B)∫₀^B (1 − t/B)R(t)dt,

which tends to V/(NB) because V/N = 2∫₀^∞R(t)dt. For B much longer than the decay time of R, the relative deficit is approximately ∫tR dt/(B∫R dt), so it falls as 1/B.

At N₀ = 160, blocks of 1, 10, 40, 160 and 320 generations gave errors of 3.0, 8.8, 14.6, 18.3 and 19.6 millihartree, each a root mean square over the 80 runs. The first value already includes ancestry but still treats successive generations as independent; it exceeds the naive 2.4 by close to the factor that (3) implies, √[1 + (N − 1)c/σ²] = √(1 + 0.759/1.50) = 1.23. The last step of the sequence is small, as expected near a plateau. Longer blocks have their price: 320 generations leave five blocks per run, and for five independent Gaussian blocks the error bar is itself uncertain by about 1/√8, or 35 percent. A single run needs to be long enough for many blocks, each much longer than the correlation time.

**What blocking cannot see**

Blocking measures scatter, not bias. The drift dropped earlier, a product of two fluctuations, shifts the mean energy at order 1/N. So does a second dropped term: a birth changes Y by exactly (F − Y)/(N + 1) and a death by −(F − Y)/(N − 1), and the parts of order 1/N² in these, summed over N walkers with rate |δ|, leave a drift −⟨|δ|F⟩/N. The simulation measures the two together. To isolate the shift I used the energy of an infinite population at the same time step, found by iterating the width of the Gaussian density to its fixed point: 5.9999 hartree. Relative to that, the simulated means were too high by 34 ± 3 millihartree at N₀ = 40 and by 9 ± 2 at N₀ = 160, consistent with 1/N.

At N₀ = 40 this bias is nearly as large as the statistical error of one run. A run a hundred times longer would cut the statistical error from about 40 to 4 millihartree and leave the 34 in place. More imaginary time reduces the noise; a larger population reduces both the noise and the bias; more steps within the same imaginary time do neither, once the time step is small.
